# Grain-boundary diffusion product from excess squared displacements without a slab width

A simulation of a grain boundary gives the path of each atom, but it does not say where the boundary ends. If the boundary diffusivity $D_b$ is taken from the atoms inside a slab, a wider slab includes more slow atoms and gives a smaller $D_b$. Multiplying by the slab width $\delta$ repairs this in part, but atoms enter and leave the slab during the run, and the atomic density in it differs from that of the grain. What is wanted is the product $\delta D_b$, obtained without first choosing $\delta$.

## Setting and assumptions

A flat boundary of area $A$ has its normal along $z$ and lies between two grains of the same one-component crystal. Deep in the grains the volume per atom is $\Omega$. Divide the cell into atomic layers $j$ of spacing $h$, with mean populations $N_j$. The number density is $n_j=N_j/(Ah)$, so a sum over layers becomes an integral through

$$\sum_j N_j f_j=A\sum_j h\,n_jf_j\;\longrightarrow\;A\int n(z)f(z)\,dz .$$

The assumptions are these.

1. The cell is in equilibrium: the $N_j$ do not change with time, and exchange between layers obeys detailed balance.
2. An atom in layer $j$ jumps by $+b$ or $-b$ along $x$, each at rate $\Gamma_{x,j}/2$, without memory, and likewise along $y$. Jumps between layers carry no in-plane displacement.
3. Vibrations have zero mean, are independent of the jumps, and have lost their memory between the times compared.
4. Both grains have the same in-plane diffusivity $D_l$, and the cell reaches far enough into them for $D$ and $n$ to take their grain values.

Write $D_{x,j}=\Gamma_{x,j}b^2/2$, define $D_{y,j}$ in the same way, and let $D_j=(D_{x,j}+D_{y,j})/2$. These are tracer diffusivities, since each atom's own displacement is squared before summing.

**Theorem.** Let $m_l(t)$ be the mean in-plane squared displacement of an atom deep in a grain, and let

$$S_{\rm ex}(t)=\Big\langle\sum_i\left[\Delta x_i^2+\Delta y_i^2-m_l(t)\right]\Big\rangle ,$$

with the sum over all atoms in the cell. Then

$$P\equiv\frac{\Omega}{4A}\frac{dS_{\rm ex}}{dt}=\Omega\int n(z)\,[D(z)-D_l]\,dz .$$

$P$ does not depend on how much grain is included. It equals $\delta D_b$ up to a term of order $\delta D_l$, which is derived below.

## Proof

**Lemma 1 (one atom).** The displacement due to jumps obeys $d\langle\Delta x^2\rangle/dt=2\langle D_x\rangle$, where the average is over the layer occupied at time $t$.

*Proof.* In layer $j$ the mean rate of change of $\Delta x^2$ is

$$\frac{\Gamma_{x,j}}2\left[(\Delta x+b)^2+(\Delta x-b)^2-2\Delta x^2\right]=\frac{\Gamma_{x,j}}2\,(2b^2)=2D_{x,j}.$$

The terms linear in $\Delta x$ cancel because the two directions are equally likely. Jumps between layers leave $\Delta x$ unchanged. Averaging over the occupied layer gives the lemma. ∎

**Lemma 2 (vibrations).** Vibrations add a constant to the summed squared displacement.

*Proof.* A vibration $u$ changes the displacement to $\Delta x+u(t)-u(0)$. The cross terms average to zero, which leaves $\sigma^2$ of the layer occupied at time $t$ plus $\sigma^2$ of the layer occupied at time zero, where $\sigma^2$ is the variance of one component. Since the populations are stationary, each of these, summed over atoms, is $\sum_jN_j\sigma_j^2$. Two end times and two directions give $4\sum_jN_j\sigma_j^2$, which is independent of $t$. ∎

Now add the $x$ and $y$ rates and sum over atoms. At any time the mean number of atoms in layer $j$ is $N_j$, whichever atoms they are. Hence

$$\frac{d}{dt}\Big\langle\sum_i(\Delta x_i^2+\Delta y_i^2)\Big\rangle=\sum_jN_j(2D_{x,j}+2D_{y,j})=4\sum_jN_jD_j .$$

For an atom deep in a grain, $m_l(t)=4D_lt+4\sigma_l^2$, so $dm_l/dt=4D_l$. Subtracting this for each of the $\sum_jN_j$ atoms gives

$$\frac{dS_{\rm ex}}{dt}=4\sum_jN_j(D_j-D_l)=4A\int n(D-D_l)\,dz .$$

Multiplication by $\Omega/(4A)$ gives $P$. A further grain layer has $D_j=D_l$ and adds zero, which proves the independence of width. ∎

The extent of the cell remains a quantity to be converged, but the result tends to a limit as it grows. A time window must also be chosen, long compared with the memory of the motion. Neither is a boundary thickness. A periodic cell with two equivalent boundaries has total area $2A$, so the prefactor becomes $\Omega/(8A)$.

**Corollary (directions).** Suppose that the two grains have equal diffusivities along $x$ and equal diffusivities along $y$, not just the same mean $D_l$. Using $x$ alone, with the grain's own $x$ displacement as reference, the same steps with $2D_x$ in place of $4D$ give $P_x=(\Omega/2A)\,dS_{{\rm ex},x}/dt$. Since $D=(D_x+D_y)/2$, it follows that $P=(P_x+P_y)/2$. Transport along $x$ is governed by $P_x$.

## Relation to the slab product

Let a slab of width $\delta$ contain the whole disturbed region. The slab of the Fisher model has the density of the grain. To carry the same tracer current for the same gradient of tracer fraction, it must satisfy

$$\delta D_b=\Omega\int_\delta nD\,dz .$$

Define the excess volume per area $v=\int(1-\Omega n)\,dz$. Then $\Omega\int_\delta n\,dz=\delta-v$, and

$$P=\delta D_b-(\delta-v)D_l .$$

The product $\delta D_b$ itself grows by $D_l\,d\delta$ when the slab is widened by $d\delta$; $P$ does not. The two agree when $\delta D_l\ll P$.

One convention remains. $P$ compares the boundary with the same number of grain atoms. Comparison with the same volume of grain gives

$$P_V=\int(\Omega nD-D_l)\,dz=P+D_l\int(\Omega n-1)\,dz=P-vD_l .$$

This is also free of a slab width, and the difference is negligible when $vD_l\ll P$.

## What is lost by labelling atoms

**Lemma 3.** Suppose that the sum includes only atoms that start in a slab $W$. Apart from vibrations, its excess is

$$S_W(t)=4\sum_kN_k(D_k-D_l)\int_0^tq_k(s)\,ds ,$$

where $q_k(s)$ is the probability that an atom starting in layer $k$ is inside $W$ after a time $s$.

*Proof.* Let $p_{jk}(s)$ be the probability of going from layer $j$ to layer $k$ in time $s$. Lemma 1 gives

$$S_W(t)=4\int_0^t ds\sum_{j\in W}N_j\sum_kp_{jk}(s)(D_k-D_l).$$

Detailed balance implies $N_jp_{jk}(s)=N_kp_{kj}(s)$. Exchange the order of the sums and set $q_k=\sum_{j\in W}p_{kj}$. ∎

If $W$ is the whole cell, $q_k=1$ and the theorem returns. If there is no exchange, $q_k$ is one inside $W$ and zero outside, so $S_W$ gives the static sum $P_W=(\Omega/A)\sum_{j\in W}N_j(D_j-D_l)$. With exchange, the labelled sum misses the displacement made inside $W$ by atoms that enter later, but includes what the labelled atoms do after leaving. For a narrow slab centred on the boundary, where $D$ is largest, the net effect is a loss. The loss becomes negligible once $W$ extends beyond the disturbed layers by a few times the root-mean-square distance that atoms travel along $z$ during the run.

## Why macroscopic transport sees this integral

Take uniform density and grains whose diffusivity along $z$ is also $D_l$, and let $c$ be the tracer fraction. Integrate $\partial_tc=\partial_x(D_x\partial_xc)+\partial_z(D_z\partial_zc)$ over $-a<z<a$, a range that contains the boundary. If $c$ is nearly constant across it,

$$2a\,\partial_tc=(P_x+2aD_l)\,\partial_x^2c+D_l[\partial_zc],$$

where the bracket is the gradient at $z=a$ minus that at $z=-a$.

Now add a unit source on the boundary, varying as $e^{ikx}$, and take the Laplace transform with variable $s$. In the grains $c$ decays as $e^{-\kappa(|z|-a)}$ with $D_l\kappa^2=s+D_lk^2$, so the bracket equals $-2\kappa c_0$. Collecting terms,

$$c_0=\frac1{2\kappa D_l+P_xk^2+2aD_l\kappa^2}\approx\frac1{2\kappa D_l+P_xk^2}\qquad(\kappa a\ll1).$$

At this order the profile enters through $P_x$ alone. The result also needs little resistance to flow across the boundary, $(2\kappa D_l+P_xk^2)\,a/D_z\ll1$. A boundary that blocks normal transport needs a second parameter.

The term $2aD_l\kappa^2$ is a reliable correction only when the fast region fills the range. If $a$ reaches into material with $D_z\approx D_l$, the variation of $c$ there is of the same order $\kappa a$ and offsets the part of the term that comes from that material. To size the correction for a uniform fast slab of half-width $a$, take $1/\kappa=150$ nm and choose $k$ so that $P_xk^2=2\kappa D_l$. The term dropped then lowers $c_0$ by the fraction $2aD_l\kappa^2/(4\kappa D_l)=\kappa a/2$. For slabs 0.5 and 1.5 nm wide this is 0.08% and 0.25%. A finite-volume solution of the resolved problem, with $D_z=D_x$ and the example's $P_x$ and $D_l$ given below, yields $c_0$ equal to 0.9992 and 0.9975 of the thin-boundary value. A Gaussian profile with the same $P_x$ gives 0.996. Doubling $P_x$ at fixed $k$ and $s$ changes the response to 0.666, against $2/3$ from the formula.

## Worked example

The parameters are rough values in the regime of a general copper boundary at 900 K. The model is a stack of layers obeying the assumptions above, not an atomistic calculation of copper. With $g(z)=e^{-z^2/w^2}$, let

$$D=D_l+D_0g,\qquad \Omega n=1-\eta g,$$

where $w=0.3$ nm, $D_0=0.05$ nm²/ns, $D_l=3\times10^{-8}$ nm²/ns and $\eta=0.08$. Since $\int g\,dz=w\sqrt\pi$ and $\int g^2dz=w\sqrt{\pi/2}$,

$$P=D_0w\sqrt\pi\left(1-\frac{\eta}{\sqrt2}\right)=0.0266\times0.943=0.0251\ {\rm nm^3/ns}.$$

This is $2.51\times10^{-20}$ m³/s. The excess diffusivity is 30% above its mean along $x$ and 30% below along $y$, so $P_x=0.0326$ and $P_y=0.0176$ nm³/ns.

The cell has $A=24$ nm², $\Omega=0.012$ nm³ and 41 layers with $h=0.2$ nm. A grain layer holds $24\times0.2/0.012=400$ atoms; with the boundary's deficit the total is 16,314. Between neighbouring layers, the number of jumps per time in each direction is $0.3\times400\,(D_j+D_{j+1})/(2h^2)$. The factor 0.3 is a free choice of the model. It makes the normal diffusivity in the grain $0.3D_l$, whereas in cubic copper it equals $D_l$; it does not enter $P$. In-plane jumps have length 0.25 nm. The root-mean-square vibration per component is 0.015 nm in the grains and rises to 0.025 nm at the centre, as $0.015+0.010\,g(z)$ nm.

The table compares slabs centred on the boundary. $D_W$ is the average of $D$ over the atoms in the slab. The labelled value is $(\Omega/4A)S_W(t)/t$ at 10 ns without vibrations, obtained by propagating the layer populations and displacement statistics with a matrix exponential.

| $W$ (nm) | $D_W$ (nm²/ns) | $P_W$ (nm³/ns) | Labelled (nm³/ns) |
|---:|---:|---:|---:|
| 0.2 | 0.0500 | 0.0092 | 0.0060 |
| 0.6 | 0.0379 | 0.0214 | 0.0169 |
| 1.0 | 0.0258 | 0.0247 | 0.0238 |
| 1.4 | 0.0185 | 0.0251 | 0.0250 |
| 2.2 | 0.0116 | 0.0251 | 0.0251 |
| 8.2 | 0.0031 | 0.0251 | 0.0251 |

$D_W$ falls sixteenfold, while the excess sums settle. For $W=0.6$ nm, exchange takes the labelled value 21% below the static sum. This size depends on the exchange factor: it is 10% for a factor 0.1 and 35% for a factor 1. The simple product $WD_W$ at 1.0 nm is 0.0258 nm³/ns, about 4% above the static sum $P_W$ for the same slab: it counts the slab as if it had grain density, although its diffusivity was averaged over fewer atoms.

Twenty independent stochastic simulations of 10 ns, with vibrations, were evaluated from

$$\hat P=\frac{\Omega}{4A}\,\frac{S_{\rm ex}(10\,{\rm ns})-S_{\rm ex}(2\,{\rm ns})}{8\,{\rm ns}},$$

with $m_l$ averaged over atoms starting more than 3 nm from the centre. They give $0.02535\pm0.00016$ nm³/ns, where the uncertainty is one standard error over the runs. The mean lies a little under two standard errors above the model value of 0.02507 nm³/ns. Summing only atoms that start in the inner 4.2 nm changes none of the quoted digits.

The grain reference and the slope both remove effects of vibration. A raw sum divided by time contains, from the grain vibration level,

$$\frac{\Omega}{4At}\,4N\sigma_l^2=\frac{(W-v)\sigma_l^2}{t}\approx\frac{W\sigma_l^2}{t},$$

where $N$ is the number of atoms. At 2 ns this is $9.2\times10^{-4}$ nm³/ns, or 3.7% of $P$, and it grows with the cell. Subtracting $m_l$ removes it. What remains in $S_{\rm ex}/t$ comes from the stronger vibrations near the boundary and equals $(\Omega/At)\sum_jN_j(\sigma_j^2-\sigma_l^2)$. At 2 ns this is $9\times10^{-5}$ nm³/ns, or 0.4% of $P$, and it does not grow with the cell. Taking the slope removes this constant too.

Grain diffusion is invisible here: in a 0.5 nm slab, $\delta D_l/P=6\times10^{-7}$. To see its effect, raise $D_l$ to 0.005 nm²/ns with $D_0$ fixed. Without subtraction, cells 8.2 and 12.2 nm wide give 0.0659 and 0.0859 nm³/ns. The difference is $0.005\times4=0.020$ nm³/ns. The excess is 0.0251 nm³/ns in both.

## Conditions and real boundaries

Rigid grain motion is not diffusion. Suppose that the grains shift by $\pm0.10$ nm along $x$, with the displacement varying as $\tanh(z/w)$ between them. In the simulations this adds $153\pm1$ nm² to the raw sum. The grain reference removes most of it: the excess sum changes by $-10.5$ nm², with a standard error of about 1 nm², or roughly $-0.5\%$ of its 10 ns value of 2026 nm². If the sizes of the two shifts differ, each grain needs its own reference, unless the two grains contribute in the same proportion to the cell as to the average that gives $m_l$.

Boundary migration does not invalidate the full sum as it would a fixed slab, but it can add displacements. Migration by 0.5 nm sweeps $24\times0.5/0.012=1000$ atoms. If each is shuffled by 0.1 nm, independently of its diffusion, the sum gains 10 nm², again 0.5%.

In a real crystal, jumps between layers can also move atoms in the plane, which assumption 2 excludes. If this shift has a preferred direction, a return jump undoes it, and the long-time slope can lie below the integral of the instantaneous rates. The profile formula then needs a correction, even if the individual jumps have no memory.

Real boundary jumps can be correlated or collective. The slope must then be taken after the correlations have decayed. If atoms change environment before that, the long-time diffusivity need not be the average of the values that each layer would have on its own. The profile formula is not proved here outside that regime. Errors should come from independent runs, because correlated atoms are not independent samples. If the grains have different $D_l$, as differently oriented non-cubic grains can, the excess depends on where the dividing plane is put, and the theorem does not apply.

For copper, a boundary diffusivity about a million times that of the grain is a reasonable rough picture at 900 K, but boundaries differ widely with structure and purity, so the value of $P$ here is illustrative. Directionality alone moves it by 30% in this model. Use at a lower temperature matters more. With a rough activation energy of $0.75\pm0.05$ eV and a single Arrhenius law, going from 900 to 400 K multiplies $P$ by $5.6\times10^{-6}$, giving about $1.4\times10^{-25}$ m³/s. The uncertainty of 0.05 eV alone changes this by a factor of 2.2 either way, far more than the sampling error. That band suits high-purity copper. Less pure copper can show a larger activation energy, roughly 0.88 eV, which for the same value at 900 K would lower the result at 400 K about eightfold. A change of boundary structure or impurity segregation between these temperatures would invalidate the extrapolation.
